# Imaging the Naphthalene HOMO with s-Wave and Lateral p-Wave STM Tips

## Problem

A naphthalene molecule lies flat in the plane $z=0$, with its centre at the origin and its long axis along $x$. Its carbon skeleton is two regular hexagons of side 0.14 nm. A scanning tunnelling microscope (STM) tip moves at constant height $z=0.50$ nm, measured to the centre of the apex atom. The vacuum barrier is $\Phi=5.0$ eV.

1. Find the Hückel HOMO and its nodal planes perpendicular to the molecule.
2. Continue it into the vacuum.
3. Derive the tunnelling matrix elements for an s-wave tip and for lateral $p_x$ and $p_y$ tips.
4. Compute both images. What does each tip see above a nodal plane?
5. A non-zero signal above a nodal plane need not be a bright line. When is it one?

Assume weak coupling, a rigid tip, an isolated HOMO, and $p_x$ and $p_y$ tip states that contribute equally and incoherently.

## Hints

**Hint 1.** Sort the Hückel equations by parity under $x\to-x$ and $y\to-y$. An orbital odd in $x$ vanishes on the bridge atoms.

**Hint 2.** In vacuum $\nabla^2\psi=\kappa^2\psi$. Differentiating a solution gives another solution.

**Hint 3.** A p-wave tip state is the derivative of an s-wave tip state with respect to the tip position.

**Hint 4.** Expand the p-wave image to second order in the distance from the nodal plane.

## Solution

### 1. The orbital

Let $E=(\varepsilon-\alpha)/\beta$. Since $\beta<0$, larger $E$ means lower energy. With overlap neglected, each coefficient obeys $Ec_i=\sum_j c_j$, summed over bonded neighbours. Call the coefficients $c_1$ on an atom next to a bridge atom, $c_2$ on an outer atom, and $b$ on a bridge atom. Let $s=\pm1$ be the parity in $y$.

For orbitals odd in $x$, $b=0$ and

$$Ec_1=c_2,\qquad Ec_2=c_1+s\,c_2 .$$

Substitution gives $E^2-sE-1=0$, so $E=(s\pm\sqrt5)/2$.

For orbitals even in $x$,

$$Eb=2c_1+s\,b,\qquad Ec_1=c_2+b,\qquad Ec_2=c_1+s\,c_2 .$$

The first and third equations give $(E-s)b=2c_1$ and $(E-s)c_2=c_1$. If $E\ne s$, then $b=2c_2$, and the middle equation becomes $E(E-s)=3$, so $E=(s\pm\sqrt{13})/2$. If $E=s$, then $c_1=0$ and $b=-c_2$, which is also a solution.

The five highest values of $E$ are 2.303, 1.618, 1.303, 1 and 0.618. Ten $\pi$ electrons fill these levels, so the HOMO has

$$E=\frac{\sqrt5-1}{2}=0.618,$$

with $s=-1$. It is odd in both $x$ and $y$. Normalisation, $4(c_1^2+c_2^2)=1$ with $c_2=Ec_1$, gives

$$|c_1|=\frac{1}{2\sqrt{1+E^2}}=0.4253,\qquad |c_2|=0.2629 .$$

The signs follow the sign of $xy$. The planes $x=0$ and $y=0$ are therefore nodal planes, crossing above the molecular centre.

### 2. The vacuum tail

The decay constant is

$$\kappa=\frac{\sqrt{2m\Phi}}{\hbar}=11.456\ \text{nm}^{-1}.$$

Define

$$k_0(u)=\frac{e^{-u}}u,\qquad k_1(u)=e^{-u}\left(\frac1u+\frac1{u^2}\right)=-k_0'(u).$$

Away from $r=0$, $k_0(\kappa r)$ solves the vacuum equation, because $r\,k_0(\kappa r)=e^{-\kappa r}/\kappa$ and the radial Laplacian is $r^{-1}\partial_r^2(r\,\cdot)$. Its $z$ derivative is also a solution:

$$\phi=-\frac1\kappa\,\partial_z k_0(\kappa r)=k_1(\kappa r)\frac zr .$$

This has the angular form of a carbon $p_z$ orbital. We take $\psi=\sum_i c_i\,\phi(\mathbf r-\mathbf R_i)$, with arbitrary overall amplitude.

For the lateral derivative write $\phi=\kappa z\,k_1(u)/u$ with $u=\kappa r$. Direct differentiation gives

$$\frac{d}{du}\frac{k_1}{u}=-\frac{k_2}{u},\qquad k_2(u)=e^{-u}\left(\frac1u+\frac3{u^2}+\frac3{u^3}\right).$$

Since $\partial_xu=\kappa x/r$,

$$\partial_x\phi=-\kappa\,\frac{xz}{r^2}\,k_2(\kappa r),$$

and likewise for $y$.

### 3. Chen's derivative rule

For real functions Bardeen's matrix element is

$$M=\frac{\hbar^2}{2m}\int(\chi\nabla\psi-\psi\nabla\chi)\cdot d\mathbf S .$$

The surface separates tip from sample, and its normal points away from the tip. Only the vacuum tail of the tip state $\chi$ enters on this surface, so that tail may be extended mathematically to the tip centre $\mathbf r_0$. The sample function is likewise continued as a vacuum solution.

Let $\rho=|\mathbf r-\mathbf r_0|$. For an s-wave tip, $\chi_s=C\,k_0(\kappa\rho)$. Near its centre this behaves as $C/(\kappa\rho)$, so

$$\nabla^2\chi_s=\kappa^2\chi_s-\frac{4\pi C}{\kappa}\,\delta(\mathbf r-\mathbf r_0).$$

Close the surface far away on the tip side, where the integrand vanishes. Green's theorem turns the surface integral into $\int(\chi_s\nabla^2\psi-\psi\nabla^2\chi_s)\,d^3r$. The $\kappa^2$ terms cancel and the delta function leaves

$$M_s=\frac{\hbar^2C}{2m}\,\frac{4\pi}{\kappa}\,\psi(\mathbf r_0).$$

For a $p_x$ tip with the same radial coefficient, the normalised angular function brings a factor $\sqrt3$ relative to the s state:

$$\chi_x=\sqrt3\,C\,k_1(\kappa\rho)\frac{x-x_0}{\rho}=\frac{\sqrt3}{\kappa}\frac{\partial\chi_s}{\partial x_0}.$$

The sign is positive because both $k_0'$ and $\partial\rho/\partial x_0$ carry a minus sign. The surface stays fixed under a small tip displacement, so the derivative can be taken outside the integral:

$$M_x=\frac{\hbar^2C}{2m}\,\frac{4\pi\sqrt3}{\kappa^2}\,\psi_x(\mathbf r_0).$$

Subscripts on $\psi$ denote derivatives. The current is proportional to the sum of $|M|^2$ over tip states. Dropping the factor common to both tips,

$$I_s=\psi^2,\qquad I_p=\frac{3}{\kappa^2}\left(\psi_x^2+\psi_y^2\right).$$

As a test, the surface integral was evaluated numerically for a $p_x$ tip at $x=0$, $|y|=0.187$ nm. In units of $\hbar^2C/(2m)$ it gives $2.840\times10^{-4}$ nm, in agreement with the rule. The s-wave integral there is zero to rounding.

### 4. The two images

Everywhere on $x=0$ we have $\psi=0$, hence also $\psi_y=0$. Thus

$$I_s=0,\qquad I_p=\frac3{\kappa^2}\psi_x^2 .$$

The signal comes from the $p_x$ state, whose two lobes of opposite sign lie over sample lobes of opposite sign. Their contributions add, whereas those of an s-wave tip cancel. On $y=0$ the $p_y$ state plays this part and $p_x$ gives nothing, so both tip states are needed to make both planes bright.

There are two kinds of dark point in the p-wave image. At the crossing of the planes $\psi_x=\psi_y=0$. The same holds at each maximum of the s-wave image, where $\psi$ has a lateral extremum.

The tables give one quadrant of each image in per cent of that image's own maximum. The others follow by reflection.

s-wave tip:

| $y$ (nm) | $x=0$ | 0.1 | 0.2 | 0.3 | 0.4 nm |
|---|---|---|---|---|---|
| 0 | 0 | 0 | 0 | 0 | 0 |
| 0.1 | 0 | 30 | 58 | 40 | 14 |
| 0.2 | 0 | 51 | 99 | 70 | 26 |
| 0.3 | 0 | 28 | 57 | 42 | 17 |

Lateral p-wave tip:

| $y$ (nm) | $x=0$ | 0.1 | 0.2 | 0.3 | 0.4 nm |
|---|---|---|---|---|---|
| 0 | 0 | 51 | 100 | 69 | 24 |
| 0.1 | 49 | 42 | 38 | 34 | 18 |
| 0.2 | 83 | 38 | 1 | 11 | 13 |
| 0.3 | 46 | 30 | 16 | 16 | 11 |

The s-wave image has four lobes, at $|x|=0.206$ nm and $|y|=0.189$ nm, separated by a dark cross. The p-wave image has four bright spots on that cross, at $|y|=0.187$ nm on $x=0$ and at $|x|=0.204$ nm on $y=0$. The former lobes and the centre are dark.

Let $S$ be the s-wave maximum and $P$ the p-wave maximum above a given nodal plane. In the arbitrary units of $\psi$, $S=4.516\times10^{-8}$. At the spot on $x=0$, $\psi_x=1.7125\times10^{-3}$ nm$^{-1}$, so

$$\frac PS=\frac{0.02286\times(1.7125\times10^{-3})^2}{4.516\times10^{-8}}=1.48 .$$

On $y=0$, $\psi_y=1.874\times10^{-3}$ nm$^{-1}$ gives $P/S=1.78$. These ratios compare two different tips at equal $C$. The contrast within the p-wave image, bright spots against dark lobes, does not depend on $C$.

### 5. When the node is a bright ridge

Oddness in $x$ permits the expansion

$$\psi=x\,a(y)+\frac{x^3}{6}\,d(y)+\dots,\qquad a=\psi_x,\quad d=\psi_{xxx}\quad\text{at }x=0 .$$

Then $\psi_x=a+x^2d/2$ and $\psi_y=x\,a'$ to the order needed. Squaring and adding,

$$I_p=\frac3{\kappa^2}\left[a^2+x^2\left(a\,d+a'^2\right)+\dots\right].$$

The image has a ridge along the nodal plane where

$$\psi_x\psi_{xxx}+\psi_{xy}^2<0 .$$

Near the crossing $a$ is proportional to $y$. The product $a\,d$ vanishes there, while $a'^2$ stays positive, so the node lies in a valley. At the bright spot $a'=0$, and the condition becomes $\psi_x\psi_{xxx}<0$: the slope across the node must be steepest at the node itself.

For this orbital and height the ridge on $x=0$ runs from $|y|=0.090$ to $0.420$ nm. The ridge on $y=0$ runs from $|x|=0.087$ to $0.502$ nm. The statement that a lateral p-wave tip turns nodal planes bright therefore holds on these stretches, and fails at the crossing and far outside the molecule.

### 6. How far the numbers can be trusted

The parameters are rough values for low-temperature imaging of flat aromatic molecules on thin insulating films. Such a film weakens the coupling to the metal, as an isolated HOMO requires. The following changes were computed.

- **Barrier.** At fixed height, changing $\Phi$ by 0.5 eV either way moves $P/S$ by 7 to 9%. In a trapezoidal barrier, 1 V of bias changes the mean barrier by 0.5 eV. Reaching a HOMO resonance can take more than that, with a larger shift: at $\Phi=7$ eV the ratios are 1.14 on $x=0$ and 1.38 on $y=0$.
- **Height.** At fixed barrier, going from 0.4 to 0.6 nm lowers $P/S$ from 1.76 to 1.27 on $x=0$, and from 2.19 to 1.48 on $y=0$.
- **Neighbouring level.** With rough values $|\beta|=2.7$ eV and a level width of 0.1 eV, HOMO−1 lies 1.03 eV away. In a map of differential conductance at the HOMO energy, the tail of its Lorentzian gives an s-wave tip a signal of at most 0.4% of $S$ at the two kinds of bright spot. A gap of 0.7 eV would roughly double this share. It also grows nearly as the square of the level width: a Lorentzian 0.3 eV wide gives about 3% of $S$, or about 7% with the smaller gap. A current map integrates over the tail, so the share of HOMO−1 is then larger.
- **Orbital.** A restricted Hartree–Fock (RHF) HOMO in the 6-31G basis, continued through the same vacuum from $z=0.20$ nm, gives $P/S=1.60$ and $2.00$. Going from STO-3G to 6-31G shifted these by $-0.13$ and $-0.15$. Starting the continuation at 0.25 nm instead shifts them by about $+0.13$ and $+0.21$. The 6-31G basis has no diffuse functions, which matter in the tail. With the larger 6-31+G(d) basis the ratios from $z=0.20$ nm fall to about 1.4 and 1.7, and starting at 0.30 nm lowers them further, to about 1.3 and 1.5. All these continuations use the 5 eV barrier, although the RHF HOMO of the free molecule is bound by about 7.6 eV. With that energy as the barrier the 6-31+G(d) ratios are about 1.0 and 1.2 from $z=0.20$ nm, and about 0.9 and 1.0 from 0.30 nm. So $P/S$ need not exceed 1, and the s-fraction limits of Variation 1 then fall to about 0.5. The ratios are thus uncertain by tens of per cent, but the brightest p-wave spot lay on a nodal plane in each of these Hartree–Fock calculations.

RHF leaves out electron correlation, and neither calculation contains the substrate. A substrate that breaks the mirror symmetries can shift or fill the nodes. A carbon monoxide molecule on the tip supplies lateral p states, but it also has s character and can bend. Bending is not modelled here. Constant-current images would also differ, since the tip height then follows the signal.

## Variation 1: an impure tip

*How much s or $p_z$ character can the tip have before the old lobes outshine the nodal spots?*

Give the s channel weight $w$ and the lateral pair weight $1-w$. At a nodal spot $\psi=0$, so the signal is $(1-w)P$. At an s-wave lobe the lateral derivatives vanish, so it is $wS$. The nodal spot is brighter if

$$w<\frac{P}{P+S}.$$

This gives $w<0.60$ for the spots on $x=0$ and $w<0.64$ for those on $y=0$.

A $p_z$ tip state gives $I_z=(3/\kappa^2)\psi_z^2$, by the same derivation. It is dark on the nodal planes, like the s state, and its value at the s-wave lobe is $5.23\,S$. Replacing $S$ by this value, which compares the nodal spots with the signal at that point only, lowers the limits to $w<0.22$ and $w<0.25$. Equal $p_x$, $p_y$ and $p_z$ contributions correspond to $w=1/2$, so the lobes then win. The word "lateral" is essential to the result.

The value exceeds $3S$ because a pattern with lateral wavenumber $q$ decays as $e^{-\sqrt{\kappa^2+q^2}\,z}$, faster than $e^{-\kappa z}$.

## Variation 2: a four-lobe model solved by hand

*Replace the orbital at fixed height by*

$$\psi=A\,xy\,\exp\left(-\frac{x^2}{2a^2}-\frac{y^2}{2b^2}\right)$$

*with constants $a$ and $b$. Find $P/S$ and the ridge.*

The s-wave maximum is at $|x|=a$, $|y|=b$, with $S=A^2a^2b^2e^{-2}$. On $x=0$, $\psi_x^2=A^2y^2e^{-y^2/b^2}$, which peaks at $|y|=b$ with value $A^2b^2e^{-1}$. Hence

$$\left.\frac PS\right|_{x=0}=\frac{3e}{\kappa^2a^2},\qquad \left.\frac PS\right|_{y=0}=\frac{3e}{\kappa^2b^2}.$$

Taking $a=0.206$ nm and $b=0.189$ nm from the computed lobes gives 1.46 and 1.74, close to 1.48 and 1.78. The spots on $y=0$ are brighter because the lobes are closer together along $y$, which makes the slope across that node steeper.

For the ridge on $x=0$, put $t=y^2/b^2$. Apart from a common Gaussian factor and $A$, $\psi_x=y$, $\psi_{xxx}=-3y/a^2$ and $\psi_{xy}=1-t$. The condition becomes

$$(1-t)^2<\frac{3b^2}{a^2}\,t .$$

Its solution is $0.091<|y|<0.39$ nm. The inner end agrees with the computed 0.090 nm. The outer end falls short of 0.420 nm, where the Gaussian is a poorer stand-in for the exponential tail.

The model also accounts for the height trend. To lowest order in $q^2/\kappa^2$, $\sqrt{\kappa^2+q^2}\approx\kappa+q^2/2\kappa$, so raising the tip by $\Delta z$ multiplies the Fourier transform by a Gaussian and adds $\Delta z/\kappa$ to both $a^2$ and $b^2$. Here $q$ is comparable with $\kappa$, so the estimate is rough. From 0.5 to 0.6 nm it predicts that $P/S$ falls by factors of 0.83 and 0.80. The computed factors are 0.85 and 0.83. The broader the pattern, the gentler the slope at its nodes, and the weaker the p-wave signal relative to the s-wave one.

## Computed values

```
C-C bond 0.14 nm, tip height 0.50 nm, barrier 5.0 eV
decay constant kappa = 11.456 1/nm; 3/kappa^2 = 0.02286 nm^2
HOMO (E-alpha)/beta = 0.6180; HOMO-1 = 1.0000
|c| alpha, beta, bridge = 0.4253, 0.2629, 0.0000
s lobe at |x|, |y| = 0.206, 0.189 nm
psi at s lobe = 2.1251e-04 (arb.); S = 4.5159e-08 (arb.)
p spot above x=0: |y| = 0.187 nm, psi_x = 1.7125e-03 /nm
p spot above y=0: |x| = 0.204 nm, psi_y = 1.8741e-03 /nm
P/S above x=0: 1.485; above y=0: 1.778
I_p at s lobe divided by S = 2.1e-15
ridge above x=0: |y| = 0.090 to 0.420 nm
ridge above y=0: |x| = 0.088 to 0.502 nm
Bardeen elements at p spot above x=0, unit hbar^2 C/(2m) nm:
  s:  integral -5.3e-19, rule 7.4e-21
  px: integral 2.840271e-04, rule 2.840270e-04
largest relative error of derivative rules = 4.8e-07
relative error of vacuum continuation = 7.6e-09
s-wave image, % of its maximum; columns x = 0.0 to 0.5 nm
  y=0.0 nm:   0.0   0.0   0.0   0.0   0.0   0.0
  y=0.1 nm:   0.0  29.9  58.2  40.2  14.3   3.1
  y=0.2 nm:   0.0  50.6  99.1  69.8  25.9   6.0
  y=0.3 nm:   0.0  28.4  57.0  41.8  16.6   4.2
  y=0.4 nm:   0.0   8.1  16.9  13.3   5.8   1.6
p-wave image, % of its maximum; columns x = 0.0 to 0.5 nm
  y=0.0 nm:   0.0  51.4  99.9  68.7  24.2   5.2
  y=0.1 nm:  49.0  41.5  37.9  33.5  17.6   5.2
  y=0.2 nm:  82.8  37.9   0.6  11.4  13.0   5.3
  y=0.3 nm:  46.2  29.9  15.9  16.0  10.7   3.9
  y=0.4 nm:  13.0  12.3  11.8   9.7   5.2   1.8
barrier 4.5 eV: P/S x=0 1.615, y=0 1.928
barrier 5.5 eV: P/S x=0 1.376, y=0 1.653
height 0.4 nm: P/S x=0 1.762, y=0 2.188
height 0.6 nm: P/S x=0 1.269, y=0 1.476
s fraction limit: x=0 0.598, y=0 0.640
pz-tip intensity at s lobe / S = 5.230
pz fraction limit: x=0 0.221, y=0 0.254
rough |beta| 2.7 eV, level width 0.1 eV, gap 1.031 eV
HOMO-1 s leakage / S at spots: x=0 6.7e-05, y=0 3.5e-03
Hueckel on Fourier grid: P/S x=0 1.488, y=0 1.786
RHF/STO-3G: P/S x=0 1.729, y=0 2.147
RHF/6-31G:  P/S x=0 1.603, y=0 2.001
basis shift: x=0 -0.126, y=0 -0.146
start plane 0.20 to 0.25 nm shift: x=0 +0.135, y=0 +0.220
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
